# Energy variance of an impurity band of randomly placed donors: verification in Python

```python
"""
Result under test: randomly placed donors of density N, orthonormal orbitals,
equal site energies and hopping t(r) = 2 Ry (1 + r/a) exp(-r/a) give an
impurity band whose one-electron energy variance is 28 pi N a^3 Ry^2.
a = effective Bohr radius, Ry = effective Rydberg.
Reduced units: lengths in a, energies in Ry; density then means N a^3.
The sampled matrices use periodic boxes and the nearest periodic image.
The example uses rough typical parameters of shallow donors in silicon.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad, simpson
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(20)


def hopping(x):
    return 2.0 * (1.0 + x) * np.exp(-x)


# Moments of the hopping: symbolic integration and direct quadrature
xs = sp.symbols("x", positive=True)
ts = 2 * (1 + xs) * sp.exp(-xs)
second = sp.integrate(sp.expand(4 * sp.pi * xs**2 * ts**2), (xs, 0, sp.oo))
fourth = sp.integrate(sp.expand(4 * sp.pi * xs**2 * ts**4), (xs, 0, sp.oo))
assert sp.simplify(second - 28 * sp.pi) == 0
assert sp.simplify(fourth - sp.Rational(437, 16) * sp.pi) == 0
second_num = quad(lambda x: 4 * np.pi * x**2 * hopping(x)**2, 0, 60)[0]
assert abs(second_num / (28 * np.pi) - 1) < 1e-8
M2, M4 = 28 * np.pi, 437 * np.pi / 16

# Example inputs and effective atomic units
kappa, mass = 11.7, 0.30
density_cm3 = 1e17
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
ryd_mev = const.physical_constants[
    "Rydberg constant times hc in eV"][0] * 1e3
a_nm = bohr_nm * kappa / mass
ry_mev = ryd_mev * mass / kappa**2
density_nm3 = density_cm3 * 1e-21
dens = density_nm3 * a_nm**3
variance = M2 * dens
sd = np.sqrt(variance)


# Share of the variance that comes from pairs closer than x
def variance_share(x):
    return quad(lambda r: 4 * np.pi * r**2 * hopping(r)**2, 0, x)[0] / M2


x_half = brentq(lambda x: variance_share(x) - 0.5, 0.1, 10)
near_fraction = 1 - np.exp(-4 * np.pi / 3 * dens * x_half**3)


def sample_band(n, density, count, chunk):
    """Diagonalize random hopping matrices; also record close pairs."""
    length = (n / density)**(1 / 3)
    levels, close_sum, total_sum, has_near = [], 0.0, 0.0, 0
    diagonal = np.arange(n)
    for _ in range(count // chunk):
        pos = rng.random((chunk, n, 3))
        dist2 = np.zeros((chunk, n, n))
        for axis in range(3):
            d = pos[:, :, None, axis] - pos[:, None, :, axis]
            d -= np.rint(d)
            dist2 += d * d
        dist = length * np.sqrt(dist2)
        ham = -hopping(dist)
        ham[:, diagonal, diagonal] = 0.0
        levels.append(np.linalg.eigvalsh(ham))
        dist[:, diagonal, diagonal] = np.inf
        close = dist < x_half
        close_sum += np.sum(ham[close]**2)
        total_sum += np.sum(ham**2)
        has_near += np.count_nonzero(close.any(axis=2))
    levels = np.concatenate(levels)
    return levels, close_sum / total_sum, has_near / levels.size


def predicted_spread(n, density):
    """Standard deviation of the band variance between single matrices."""
    var_t2 = M4 * density / n - (M2 * density / n)**2
    return np.sqrt(2 * (n - 1) / n * var_t2)


# Matrix sampling at the example density and at two higher densities
n_site = 100
scan = []
for density, count in ((dens, 2000), (0.004, 500), (0.016, 500)):
    lev, close_share, near_sampled = sample_band(n_site, density, count, 50)
    per_matrix = lev.var(axis=1)
    expected = (n_site - 1) / n_site * M2 * density
    error = predicted_spread(n_site, density) / np.sqrt(count)
    assert abs(per_matrix.mean() - expected) < 4 * error
    scan.append((density, per_matrix.mean(), expected, error))
    if density == dens:
        example_levels = lev.ravel()
        example_close, example_near = close_share, near_sampled
        spread_ratio = per_matrix.std() / predicted_spread(n_site, dens)
# Statistical tolerances: a few thousand close pairs are sampled
assert abs(spread_ratio - 1) < 0.10
assert abs(example_close - 0.5) < 0.05
assert abs(example_near / near_fraction - 1) < 0.08

# Four donors per box make the finite-size factor visible
small_count = 100000
small_levels, _, _ = sample_band(4, 0.001, small_count, 10000)
small_ratio = small_levels.var(axis=1).mean() / (M2 * 0.001)
small_error = (predicted_spread(4, 0.001) / np.sqrt(small_count)
               / (M2 * 0.001))
assert abs(small_ratio - 0.75) < 4 * small_error
assert abs(small_ratio - 1.0) > 10 * small_error

# Shape of the sampled band compared with a Gaussian of equal variance
q25, q75 = np.quantile(example_levels, [0.25, 0.75])
iqr = q75 - q25
inside = np.mean(np.abs(example_levels) < sd)
above_edge = np.mean(example_levels > 1.0)
assert iqr < 1.349 * sd and inside > 0.75


# Two-centre 1s integrals, in units of 2 Ry where they are energies
def overlap(x):
    return (1 + x + x**2 / 3) * np.exp(-x)


def core_attraction(x):
    return 1 / x - np.exp(-2 * x) * (1 + 1 / x)


def exchange_attraction(x):
    return (1 + x) * np.exp(-x)


def two_centre(function, x):
    """Spheroidal quadrature of function(r_A, r_B) over all space."""
    def integrand(eta, xi):
        ra, rb = x * (xi + eta) / 2, x * (xi - eta) / 2
        return (2 * np.pi * (x / 2)**3 * (xi**2 - eta**2)
                * function(ra, rb))
    return dblquad(integrand, 1, 1 + 40 / x, -1, 1,
                   epsabs=1e-9, epsrel=1e-9)[0]


x_test = 2.5
s_num = two_centre(lambda ra, rb: np.exp(-ra - rb) / np.pi, x_test)
j_num = two_centre(lambda ra, rb: np.exp(-2 * ra) / np.pi / rb, x_test)
k_num = two_centre(lambda ra, rb: np.exp(-ra - rb) / np.pi / rb, x_test)
assert abs(s_num - overlap(x_test)) < 1e-6
assert abs(j_num - core_attraction(x_test)) < 1e-6
assert abs(k_num - exchange_attraction(x_test)) < 1e-6


def orthogonalized_hopping(x):
    s, j, k = overlap(x), core_attraction(x), exchange_attraction(x)
    return 2 * (k - s * j) / (1 - s**2)


pair_h = np.array([[-1 - 2 * j_num, -s_num - 2 * k_num],
                   [-s_num - 2 * k_num, -1 - 2 * j_num]])
pair_s = np.array([[1, s_num], [s_num, 1]])
pair_levels = eigh(pair_h, pair_s, eigvals_only=True)
assert abs(np.diff(pair_levels)[0] / 2
           - orthogonalized_hopping(x_test)) < 1e-5
# The omitted region below 0.01 has negligible volume
overlap_ratio = quad(lambda x: 4 * np.pi * x**2
                     * orthogonalized_hopping(x)**2, 0.01, 50,
                     limit=200)[0] / M2

# Six-valley interference, averaged over the direction of the pair
lattice_nm, valley_position = 0.543, 0.85
k_valley = valley_position * 2 * np.pi / lattice_nm
k_red = k_valley * a_nm


def valley_factor(phase):
    def j0(z):
        return np.sinc(z / np.pi)
    return (1 + j0(2 * phase)) / 6 + 2 / 3 * j0(np.sqrt(2) * phase)


mu, weight = np.polynomial.legendre.leggauss(80)
phi = np.arange(200) * 2 * np.pi / 200
sin_theta = np.sqrt(1 - mu**2)[:, None]
for phase in (1.5, 7.0):
    amplitude = (np.cos(phase * sin_theta * np.cos(phi))
                 + np.cos(phase * sin_theta * np.sin(phi))
                 + np.cos(phase * mu)[:, None]) / 3
    direct = np.sum(weight * np.mean(amplitude**2, axis=1)) / 2
    assert abs(direct - valley_factor(phase)) < 1e-9
grid = np.linspace(0, 40, 40001)
valley_ratio = simpson(4 * np.pi * grid**2 * hopping(grid)**2
                       * valley_factor(k_red * grid), x=grid) / M2
assert abs(valley_ratio - 1 / 6) < 0.01

# Variational ellipsoidal orbital for anisotropic mass
m_long, m_trans = 0.92, 0.19


def ellipsoid(mt, ml):
    """Return transverse and longitudinal radii (a) and binding (Ry)."""
    def energy(logs):
        at, al = np.exp(logs)
        kinetic = mass * (2 / (3 * mt * at**2) + 1 / (3 * ml * al**2))
        inverse_r = quad(lambda u: 1 / np.sqrt(
            at**2 * (1 - u**2) + al**2 * u**2), 0, 1)[0]
        return kinetic - 2 * inverse_r
    fit = minimize(energy, [0.1, -0.1], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-11})
    assert fit.success
    return np.exp(fit.x[0]), np.exp(fit.x[1]), -fit.fun


iso_t, iso_l, iso_e = ellipsoid(mass, mass)
assert max(abs(iso_t - 1), abs(iso_l - 1), abs(iso_e - 1)) < 1e-5
rad_t, rad_l, bind = ellipsoid(m_trans, m_long)
aniso_ratio = rad_t**2 * rad_l * bind**2

# Further scales omitted from the hopping model
rough_binding = 45.0
tail_ratio = np.sqrt(ry_mev / rough_binding)
x_edge = brentq(lambda x: hopping(x) - 1, 0.1, 5)
edge_share = variance_share(x_edge)
repulsion = 2 * quad(lambda x: 4 * x**2 * np.exp(-2 * x)
                     * core_attraction(x), 1e-8, 40)[0]
assert abs(repulsion - 1.25) < 1e-6
coulomb_mev = (const.e / (4 * np.pi * const.epsilon_0 * kappa)
               * (density_nm3 * 1e27)**(1 / 3) * 1e3)


def thermal(temp):
    """Thermal energy in meV and ionized fraction, spin degeneracy two."""
    kt = const.k * temp
    m_dos = (m_long * m_trans**2)**(1 / 3) * const.m_e
    nc = 12 * (m_dos * kt / (2 * np.pi * const.hbar**2))**1.5
    kt_mev = kt / const.e * 1e3
    c = nc / (2 * density_cm3 * 1e6) * np.exp(-ry_mev / kt_mev)
    return kt_mev, (-c + np.sqrt(c * c + 4 * c)) / 2


kt_cold, ion_cold = thermal(10.0)
kt_room, ion_room = thermal(300.0)
x_nn = (3 * np.log(2) / (4 * np.pi * dens))**(1 / 3)

print(f"relative permittivity (rough): {kappa:.1f}")
print(f"isotropic mass (rough): {mass:.2f} electron masses")
print(f"donor density N: {density_cm3:.1e} cm^-3")
print(f"effective Bohr radius a: {a_nm:.3f} nm")
print(f"effective Rydberg Ry: {ry_mev:.2f} meV")
print(f"N a^3: {dens:.4e}; N^(1/3) a: {dens**(1/3):.4f}")
print(f"mean spacing N^(-1/3): {density_nm3**(-1/3):.2f} nm")
print(f"second-moment coefficient 28 pi: {M2:.4f}")
print(f"fourth-moment coefficient 437 pi/16: {M4:.4f}")
print(f"band variance: {variance:.5f} Ry^2 = "
      f"{variance * ry_mev**2:.2f} meV^2")
print(f"band standard deviation: {sd:.4f} Ry = {sd * ry_mev:.2f} meV")
print(f"donors per sampled matrix: {n_site}")
print("matrices: 2000 at first density, 500 at each other density")
for density, got, want, err in scan:
    print(f"N a^3 {density:.4e}: sampled {got:.5f}, "
          f"finite-n formula {want:.5f}, std error {err:.5f} Ry^2")
print(f"observed/predicted spread between matrices: {spread_ratio:.3f}")
print(f"four-donor variance/bulk formula: {small_ratio:.4f}, "
      f"std error {small_error:.4f}")
print(f"half of variance from pairs within: {x_half:.3f} a = "
      f"{x_half * a_nm:.2f} nm")
print(f"sampled variance share within it: {example_close:.3f}")
print(f"donors with such a neighbour: formula {near_fraction:.4f}, "
      f"sampled {example_near:.4f}")
print(f"median nearest-neighbour distance: {x_nn * a_nm:.2f} nm")
print(f"hopping at that distance: {hopping(x_nn) * ry_mev:.2f} meV")
print(f"sampled interquartile width: {iqr * ry_mev:.2f} meV")
print(f"Gaussian interquartile width: {1.349 * sd * ry_mev:.2f} meV")
print(f"sampled levels within one std deviation: {inside:.4f}")
print(f"orthogonalized-pair variance/model: {overlap_ratio:.4f}")
print(f"lattice constant {lattice_nm:.3f} nm, valley position "
      f"{valley_position:.2f} of 2 pi/lattice constant (rough)")
print(f"valley wave number k0: {k_valley:.3f} nm^-1; k0 a: {k_red:.2f}")
print(f"six-valley variance/model: {valley_ratio:.4f}")
print(f"masses (rough): longitudinal {m_long:.2f}, "
      f"transverse {m_trans:.2f} electron masses")
print(f"ellipsoid radii: transverse {rad_t * a_nm:.3f}, "
      f"longitudinal {rad_l * a_nm:.3f} nm")
print(f"ellipsoid binding energy: {bind * ry_mev:.2f} meV")
print(f"anisotropic variance/model, estimate: {aniso_ratio:.3f}")
print(f"rough real binding energy: {rough_binding:.0f} meV")
print(f"central-cell tail length/a: {tail_ratio:.3f}; "
      f"cubed: {tail_ratio**3:.3f}")
print(f"hopping exceeds Ry within: {x_edge:.3f} a = "
      f"{x_edge * a_nm:.2f} nm")
print(f"variance share of those pairs: {edge_share:.4f}")
print(f"sampled levels above conduction edge: {above_edge:.5f}")
print(f"on-site repulsion: {repulsion:.4f} Ry = "
      f"{repulsion * ry_mev:.2f} meV")
print(f"Coulomb energy at mean spacing: {coulomb_mev:.2f} meV")
print(f"10 K: kT {kt_cold:.3f} meV, ionized fraction {ion_cold:.2e}")
print(f"300 K: kT {kt_room:.2f} meV, ionized fraction {ion_room:.3f}")
print("done: every assertion held")
```

It prints:

```
relative permittivity (rough): 11.7
isotropic mass (rough): 0.30 electron masses
donor density N: 1.0e+17 cm^-3
effective Bohr radius a: 2.064 nm
effective Rydberg Ry: 29.82 meV
N a^3: 8.7902e-04; N^(1/3) a: 0.0958
mean spacing N^(-1/3): 21.54 nm
second-moment coefficient 28 pi: 87.9646
fourth-moment coefficient 437 pi/16: 85.8047
band variance: 0.07732 Ry^2 = 68.75 meV^2
band standard deviation: 0.2781 Ry = 8.29 meV
donors per sampled matrix: 100
matrices: 2000 at first density, 500 at each other density
N a^3 8.7902e-04: sampled 0.07671, finite-n formula 0.07655, std error 0.00086 Ry^2
N a^3 4.0000e-03: sampled 0.34961, finite-n formula 0.34834, std error 0.00368 Ry^2
N a^3 1.6000e-02: sampled 1.39365, finite-n formula 1.39336, std error 0.00732 Ry^2
observed/predicted spread between matrices: 1.018
four-donor variance/bulk formula: 0.7528, std error 0.0064
half of variance from pairs within: 1.972 a = 4.07 nm
sampled variance share within it: 0.499
donors with such a neighbour: formula 0.0278, sampled 0.0274
median nearest-neighbour distance: 11.83 nm
hopping at that distance: 1.30 meV
sampled interquartile width: 1.92 meV
Gaussian interquartile width: 11.18 meV
sampled levels within one std deviation: 0.8560
orthogonalized-pair variance/model: 0.2694
lattice constant 0.543 nm, valley position 0.85 of 2 pi/lattice constant (rough)
valley wave number k0: 9.836 nm^-1; k0 a: 20.30
six-valley variance/model: 0.1667
masses (rough): longitudinal 0.92, transverse 0.19 electron masses
ellipsoid radii: transverse 2.436, longitudinal 1.397 nm
ellipsoid binding energy: 29.61 meV
anisotropic variance/model, estimate: 0.929
rough real binding energy: 45 meV
central-cell tail length/a: 0.814; cubed: 0.539
hopping exceeds Ry within: 1.678 a = 3.46 nm
variance share of those pairs: 0.3845
sampled levels above conduction edge: 0.00877
on-site repulsion: 1.2500 Ry = 37.27 meV
Coulomb energy at mean spacing: 5.71 meV
10 K: kT 0.862 meV, ionized fraction 2.80e-08
300 K: kT 25.85 meV, ionized fraction 0.978
done: every assertion held
```
